The intraband Drude term from the Kohn-Sham density response, part 1

(Sections cited here and not found follow in the second part.)

PART 1. FROM THE RESPONSE FUNCTION TO THE FERMI SURFACE

Definitions and conventions

Hartree atomic units are used: ħ, the electron mass, the elementary charge and 4πε₀ are all one. The ground state is a spin-unpolarized crystal at zero temperature. Its Kohn-Sham orbitals are

ψ_nk(r) = e^{ik·r} u_nk(r) / √N_c,

with N_c the number of cells in the crystal volume Vol, and u_nk periodic and normalized to one over a cell. The band energies are E_n(k), the Fermi energy is μ, and the occupation per spin is f_nk = θ(μ − E_n(k)). The band velocity is v_n(k) = ∇E_n(k), where ∇ means differentiation with respect to k. Band indices on v and E are dropped when one band is discussed. In the thermodynamic limit, taken before q becomes small,

(1/Vol) Σ_k → ∫ d³k/(2π)³,

with the integral over the Brillouin zone. Spin supplies a separate factor of 2.

The perturbation is a change in the Kohn-Sham potential energy of an electron,

δv(r,t) = λ e^{iq·r} e^{−izt},   z = ω + iη,   η > 0.

The positive η switches the perturbation on from the distant past and makes the response causal. A real perturbation also contains the complex conjugate of this term; in linear response the two can be treated separately. The head of χ_s is the ratio of the induced density component at the same wavevector q to λ. It is the element of the response matrix with both reciprocal lattice vectors equal to zero.

The target is the part of this head that comes from transitions within a band, for q → 0 at fixed nonzero z. The bands are assumed smooth and non-degenerate, apart from spin, at the Fermi surface. The result will be

χ_intra(q,z) = (1/4πz²) Σ_ij q_i W_ij q_j + O(q³),   (1)

where W_ij, the squared plasma frequency tensor, is an integral over the Fermi surface.

The head of the response

The one-particle density matrix ρ obeys i dρ/dt = [H, ρ]. Write ρ = ρ₀ + δρ, where ρ₀ is diagonal with elements f_a in the Kohn-Sham basis. To first order, with δρ proportional to e^{−izt}, the time derivative gives i(−iz)δρ = zδρ. Hence

z δρ_ab = (E_a − E_b) δρ_ab + δv_ab f_b − f_a δv_ab,

δρ_ab = (f_b − f_a) δv_ab / (z − E_a + E_b).   (2)

The density component at q is the average of e^{−iq·r} δn(r) over the crystal:

δn(q) = (2/Vol) Σ_ab δρ_ab ⟨b|e^{−iq·r}|a⟩.

Since δv_ab = λ⟨a|e^{iq·r}|b⟩, and the other matrix element is its complex conjugate, their product is λ|⟨a|e^{iq·r}|b⟩|². The factor e^{iq·r} raises the crystal momentum by q, so if b is the state nk, then a must be of the form m,k+q. The matrix element reduces to the cell integral

M_mn(k,q) = ⟨u_m,k+q | u_nk⟩.

Dividing by λ gives

χ_s(q,z) = 2 Σ_nm ∫ d³k/(2π)³ (f_nk − f_m,k+q) |M_mn(k,q)|² / [z − E_m(k+q) + E_n(k)].   (3)

The terms m = n form the intraband part and the terms m ≠ n the interband part. A filled band has f_nk − f_n,k+q = 0 for every k, and so does an empty band. Only partly filled bands therefore contribute to the intraband part, at any q.

The connection with dielectric response is made through the Coulomb interaction 4π/q². If the induced potential is the Hartree potential of the induced density, the head of the dielectric matrix is

ε₀₀(q,z) = 1 − (4π/q²) χ_s(q,z).   (4)

This is the quantity used below. The macroscopic dielectric function of full time-dependent density functional theory also involves the other matrix elements and the exchange-correlation kernel. Those corrections are not evaluated here.

Why the overlap does not change the leading term

Consider one partly filled band and drop its index. The quantity |M(k,q)|² does not depend on the phases chosen for the orbitals, and for an isolated band it is a smooth function of q. At q = 0 it equals one by normalization. The Cauchy-Schwarz inequality gives |M|² ≤ 1 at every q. The point q = 0 is therefore a maximum, where the first derivative vanishes, and

|M(k,q)|² = 1 − Σ_ij q_i q_j g_ij(k) + O(q³).   (5)

The coefficient g_ij measures how fast the cell-periodic orbital changes with k. It enters the response multiplied by the difference of two occupations. At zero temperature this difference is 0 or ±1, and it is nonzero only in a shell around the Fermi surface whose thickness is of order q, so its weight under the integral is small at small q. The next step makes this statement precise.

Expansion with a sharp occupation function

At zero temperature f has a step, so a Taylor series of f_{k+q} in q cannot be used point by point. The derivatives can instead be placed on smooth functions. Define

F_q(k) = |M(k,q)|² / [z − E(k+q) + E(k)].

The intraband part of (3) is 2∫(f_k − f_{k+q})F_q(k), with the measure d³k/(2π)³ understood. In the second term replace k by k − q. The integrand is periodic in k, so the integral over the Brillouin zone is unchanged, and

χ_intra = 2 ∫ d³k/(2π)³ f_k [F_q(k) − F_q(k−q)].   (6)

Suppose first that the band is smooth throughout the occupied region. The energy difference is

E(k+q) − E(k) = q·v + ½(q·∇)²E + O(q³).

At fixed nonzero z, the inverse denominator can be expanded as a geometric series:

1/[z − E(k+q) + E(k)] = 1/z + q·v/z² + O(q²).

With (5), which changes this only at second order,

F_q(k) = 1/z + q·v(k)/z² + R_q(k),   R_q = O(q²).   (7)

The shift of the argument in (6) is also expanded:

F_q(k) − F_q(k−q) = (q·∇)F_q(k) − ½(q·∇)²F_q(k) + O(q³).   (8)

Insert (7) into (8). The constant 1/z has no derivative. The velocity term contributes (q·∇)(q·v)/z² through the first derivative, and a third-order quantity through the second derivative. The remainder R_q is already second order, so its first derivative along q is third order. The overlap coefficient g_ij is part of R_q and therefore cannot affect the coefficient of q². What remains is

χ_intra = (1/z²) 2 ∫ d³k/(2π)³ f_k (q·∇)(q·v) + O(q³).   (9)

The derivative ∂v_j/∂k_i is the inverse-mass tensor of the band. Equation (9) is thus an inverse-mass sum over occupied states.

From the Fermi sea to the Fermi surface

Integrate (9) by parts. The boundary terms cancel between opposite faces of the Brillouin zone because f and v are periodic. Thus

∫ d³k f ∂v_j/∂k_i = −∫ d³k (∂f/∂k_i) v_j.

The occupation depends on k through the energy. Its derivative is

∂f/∂k_i = (df/dE) v_i = −δ(E − μ) v_i.

The two minus signs cancel. Restoring the sum over bands and comparing with (1),

W_ij = 4π Σ_n 2∫ d³k/(2π)³ δ(E_n − μ) v_i v_j.   (10)

To convert the volume integral to a surface integral, write d³k = dS dk_⊥, with k_⊥ measured along the normal to a surface of constant energy. Along that normal dE = |v| dk_⊥, so the delta function leaves dS/|v|. The prefactor is 4π·2/(8π³) = 1/π², and

W_ij = (1/π²) Σ_n ∫_FS dS v_i v_j / |v|.   (11)

The density of states at the Fermi energy, including spin, is obtained by the same conversion:

N(μ) = 2 Σ_n ∫ d³k/(2π)³ δ(E_n − μ) = (1/4π³) Σ_n ∫_FS dS/|v|.

If ⟨...⟩ denotes the Fermi-surface average with weight dS/|v|, then

W_ij = 4π N(μ) ⟨v_i v_j⟩.   (12)

The average in (12) is weighted by 1/|v|; it is not an average over surface area alone.

With q̂ = q/|q|, equation (4) acquires the intraband contribution

Δε_intra = −W(q̂)/z²,   W(q̂) = Σ_ij q̂_i W_ij q̂_j.   (13)

Equation (10) shows that W(q̂) is an integral of (q̂·v)² and hence cannot be negative. At fixed real nonzero frequency and small enough q, χ_intra is therefore positive whenever W(q̂) is not zero: the intraband part of the induced density is largest where the potential energy is largest. This is the phase of a free particle driven by an oscillating force, whose displacement is opposite to the force. The statement does not extend to the total induced density. The interband part, treated in Part 2, is of the same order q² and has the opposite sign below the interband transitions. It can outweigh the intraband part as the frequency approaches them.

For free electrons v = k, and the Fermi surface is a sphere of radius k_F. The angular average of v_i v_j is δ_ij k_F²/3. Equation (11) gives

W_ij = δ_ij (1/π²)(4πk_F²)(k_F/3) = δ_ij 4k_F³/(3π).

Since n = k_F³/(3π²), this is 4πn δ_ij, the usual squared plasma frequency.

In SI units, with v in m/s and k in 1/m, dE = ħ|v| dk_⊥ and 4π is replaced by e²/ε₀. Equation (11) becomes

W_ij = e²/(4π³ε₀ħ) Σ_n ∫_FS dS v_i v_j/|v|,

in squared angular frequency.

Band crossings away from the Fermi surface

The expansion above assumed a smooth band throughout the occupied region, but the Fermi-surface result needs less. At small q the difference f_k − f_{k+q} is zero except near the Fermi surface. Choose a smooth periodic function w(k), equal to one in that neighbourhood and zero near any crossing deeper in the band. Replacing F_q by wF_q leaves the original difference integral unchanged.

After the shift, the constant term is

(1/z)∫ f_k[w(k) − w(k−q)] = (1/z)∫ w(k)(f_k − f_{k+q}).

Here w can be set to one, and the result is zero because f_k and f_{k+q} have the same integral over the zone. The second-order term is

(1/z²)∫ f (q·∇)(w q·v) = −(1/z²)∫ (q·∇f) w q·v.

On the Fermi surface w = 1, which restores (10). A crossing at the Fermi surface is not covered by this argument.

Frequency, wavevector and the order of limits

To see when the Drude expansion is valid, let q be small while the ratio q·v/z is kept. To leading order, f_k − f_{k+q} acts under an integral as −q·∇f = δ(E−μ) q·v. Therefore

χ_intra ≈ 2 Σ_n ∫ d³k/(2π)³ δ(E_n−μ) q·v/(z − q·v).   (14)

If |q·v| is much smaller than |z| over the Fermi surface, the fraction is q·v/z + (q·v)²/z² + .... The first term integrates to zero because it is the integral of −q·∇f, a derivative of a periodic function. The second gives the Drude term. If z = 0 is set before q → 0, the fraction is −1 and

χ_intra → −N(μ).   (15)

This is static screening: electrons leave regions of raised potential energy. The two limits have different signs and different powers of q, so they cannot be interchanged.

With time-reversal symmetry, E(−k) = E(k) and |M(−k,−q)| = |M(k,q)|. Hence F_{−q}(−k) = F_q(k). Replacing k by −k in (6) then shows that χ_intra is even in q. The correction to (1) becomes O(q⁴), or O(q²) relative to the Drude term. This justifies extrapolation in q² when the band is smooth.

The parameter η has a limited role. Equation (13) contains 1/(ω+iη)², whereas a classical particle with damping force −γẋ obeys −ω²x − iγωx = force and gives 1/[ω(ω+iγ)]. The two agree when damping vanishes, but a finite η is not a substitute for a scattering rate. No scattering mechanism has been included in χ_s.

PART 2. INTERBAND BACKGROUND, EVALUATION AND A WORKED METAL

Symbols and results carried over

E_n(k) and u_nk are the Kohn-Sham energies and cell-periodic orbitals, f_nk is the occupation per spin, v = ∇E is the band velocity, and q̂ is the direction of q. The frequency is z = ω + iη. The head of the dielectric matrix is ε₀₀ = 1 − 4πχ_s/q². Its intraband contribution at q → 0 and fixed nonzero z is −W(q̂)/z², where W(q̂) = Σ_ij q̂_i W_ij q̂_j and

W_ij = (1/π²) Σ_n ∫_FS dS v_i v_j/|v| = 4πN(μ)⟨v_i v_j⟩.   (16)

Here N(μ) is the density of states including spin, and the average has weight dS/|v|. For bands smooth throughout the occupied region, W_ij is also 4π times the occupied-state sum of ∂v_j/∂k_i.

The interband part at small q

An implementation needs the interband contribution as well, because it is of the same order in q. Take a local Kohn-Sham potential V_s(r). The Hamiltonian for the cell-periodic functions is

H_k = (p+k)²/2 + V_s(r),

so that

H_{k+q} = H_k + q·(p+k) + q²/2.   (17)

Let p_mn = ⟨u_mk|p+k|u_nk⟩, which equals the momentum matrix element between the full Bloch orbitals. Write E_mn = E_m(k) − E_n(k). First-order perturbation theory gives, for m ≠ n,

|u_m,k+q⟩ = |u_mk⟩ + Σ_{l≠m} |u_lk⟩ q·p_lm/(E_m − E_l) + O(q²).

Taking the overlap with u_nk selects l = n. Complex conjugation changes p_nm into p_mn, so

M_mn = q·p_mn/E_mn + O(q²).   (18)

The intraband response at small q and fixed nonzero frequency has been reduced to a Drude term set by a Fermi-surface integral, and the interband overlaps have been found to first order in q. What remains is to build the interband background from these overlaps, relate its weight to the Drude weight, and test the formulas numerically on a layered metal.
